# Recoverable Depth-Profile Parameters in Angle-Resolved Photoemission of a 2 nm Oxide

When angle-resolved photoemission is used to find where nitrogen sits in a thin gate oxide, the number of free parameters in the depth profile must be chosen before the fit. Eight emission angles seem to allow up to eight parameters. For a 2 nm film with known attenuation lengths, measured from 0° to 70° with one-percent noise and fitted linearly without constraints, two slabs have small random errors, three are marginal, and four give errors tens of times larger than the concentration sought. The singular values of the attenuation kernel show this before any data are taken.

## Model and normalization

Let \(z\) be the depth below the surface, \(d\) the known oxide thickness and \(x=z/d\). The nitrogen concentration is \(n_0f(x)\), with \(n_0\) a reference concentration, so \(f=1\) is a uniform profile at that level. The emission angle \(\theta_i\) is measured from the surface normal. The sample is tilted while source and analyser stay fixed.

In the straight-line model an electron from depth \(z\) travels \(z/\cos\theta_i\) through the oxide and escapes without loss with probability \(\exp[-z/(\lambda\cos\theta_i)]\), where \(\lambda\) is the attenuation length. Define

\[
q_i=\frac{d}{\lambda_{\rm N}\cos\theta_i},\qquad
p_i=\frac{d}{\lambda_{\rm Si}\cos\theta_i}
\]

for the N 1s line and the oxide Si 2p line. Silicon is taken as uniform in the oxide. Both signals contain the same illuminated area and, by assumption, the same angle-dependent collection factor. These cancel in the ratio

\[
R_i=\kappa\,
\frac{\int_0^1 f(x)e^{-q_ix}\,dx}{\int_0^1e^{-p_ix}\,dx}.
\]

The constant \(\kappa\) contains \(n_0\), the silicon density and the relative sensitivity of the lines, and is taken as known. For \(f=1\) the numerator is \((1-e^{-q_i})/q_i\). Dividing \(R_i\) by this calculated uniform ratio removes \(\kappa\) and the silicon integral:

\[
y_i=\int_0^1 g_i(x)f(x)\,dx+\eta_i,\qquad
g_i(x)=\frac{q_ie^{-q_ix}}{1-e^{-q_i}}.
\]

Each \(g_i\) integrates to one, so each noiseless datum is a weighted mean of the profile. The errors \(\eta_i\) are independent with zero mean and standard deviation \(\varepsilon=0.01\), that is, one percent of the uniform-profile ratio.

If \(\kappa\) were unknown, multiplying \(f\) by a constant and dividing \(\kappa\) by it would leave the data unchanged. The absolute nitrogen level would then be lost, whatever the noise.

## From an integral operator to a small matrix

Write \((Kf)_i=\int_0^1g_if\,dx\). This operator maps a function to \(m\) numbers, so at most \(m\) singular values are nonzero. Its Gram matrix is

\[
\begin{aligned}
G_{ij}&=\int_0^1g_ig_j\,dx\\
&=\frac{q_iq_j}{(1-e^{-q_i})(1-e^{-q_j})}
\int_0^1e^{-(q_i+q_j)x}\,dx\\
&=\frac{q_iq_j\,[1-e^{-(q_i+q_j)}]}
{(q_i+q_j)(1-e^{-q_i})(1-e^{-q_j})}.
\end{aligned}
\]

Let \(Gu_k=s_k^2u_k\), with orthonormal \(u_k\) and \(s_1\ge s_2\ge\cdots>0\). Define the depth modes

\[
v_k(x)=\frac1{s_k}\sum_i u_{ik}g_i(x).
\]

They are orthonormal, because

\[
\int_0^1v_jv_k\,dx=\frac{u_j^TGu_k}{s_js_k}
=\frac{s_k^2\delta_{jk}}{s_js_k}=\delta_{jk}.
\]

They also satisfy \((Kv_k)_i=(Gu_k)_i/s_k=s_ku_{ik}\). Thus \(s_k\) is the length of the data vector produced by a depth mode of unit rms amplitude.

Expand \(f=\sum_k a_kv_k+f_\perp\), with \(a_k=\int_0^1v_kf\,dx\). The remainder \(f_\perp\) is orthogonal to every \(v_k\), hence to every \(g_i\), and produces no data. Projecting \(y=\sum_ks_ka_ku_k+\eta\) on \(u_k\) gives

\[
\hat a_k=\frac{u_k^Ty}{s_k}=a_k+\frac{u_k^T\eta}{s_k},
\qquad \operatorname{sd}(\hat a_k)=\frac{\varepsilon}{s_k}.
\]

The last result holds because \(u_k\) has unit length and the errors are independent with equal variance. A component of possible rms amplitude \(C\) is called recoverable here when \(\varepsilon/s_k\le C\). The count is

\[
K_\varepsilon=\#\{k:s_kC\ge\varepsilon\}.
\]

I use \(C=1\). For scale, this is the rms deviation from uniformity when all the nitrogen is moved into one half of the film, so that \(f\) is 0 in one half and 2 in the other. A smaller \(C\) can only keep or lower the count. Nitrogen confined to a thinner layer can exceed \(C=1\), but for the 2 nm film below a fourth component would pass only if \(C\) were about 28 or more.

## Scheme, cost and numerical stability

Take Gauss–Legendre nodes \(x_j\) and weights \(w_j\) on \([0,1]\), and form \(A_{ij}=g_i(x_j)\sqrt{w_j}\). Then

\[
(AA^T)_{ij}=\sum_lw_lg_i(x_l)g_j(x_l)\simeq G_{ij},
\]

so the singular values of \(A\) approximate those of \(K\). Without the factor \(\sqrt{w_j}\), they would depend on how densely the depth grid was drawn.

```
input: d, lambda_N, angles, data y[i], noise sd sigma[i], amplitude C
q[i] = d / (lambda_N * cos(angle[i]))
x, w = Gauss-Legendre nodes and weights on [0,1]
for all i,j:
    g = q[i]*exp(-q[i]*x[j]) / (-expm1(-q[i]))
    B[i,j] = g*sqrt(w[j]) / sigma[i]
U, r, VT = thin_SVD(B)
K = number of r[k] with r[k]*C >= 1
for k = 1..K:
    coefficient[k] = dot(U[:,k], y/sigma) / r[k]
    error[k] = 1 / r[k]
    mode[k](x[j]) = VT[k,j] / sqrt(w[j])
```

For equal errors \(r_k=s_k/\varepsilon\). For correlated errors with covariance \(\Sigma=LL^T\), replace division by \(\sigma_i\) with multiplication by \(L^{-1}\); the transformed errors have covariance \(L^{-1}\Sigma L^{-T}=I\).

With \(N\) nodes and \(m\le N\), storage is \(O(mN)\) and the SVD costs \(O(m^2N)\). Here \(m=8\) and \(N=40\), so the matrix has 320 entries. The first five singular values agreed to within one part in \(10^6\) with those from the closed-form \(G\) evaluated with 40 digits.

In double precision the SVD of \(A\) is preferable to the eigenvalues of \(G\). Forming \(G\) squares the singular values, and rounding leaves an absolute error of order \(10^{-16}s_1^2\) in \(s_k^2\). Singular values below about \(10^{-8}s_1\) are then lost, whereas the direct SVD has an absolute error of order \(10^{-16}s_1\) in \(s_k\) itself. This improves the arithmetic but does not reduce the measurement error \(\varepsilon/s_k\).

## Why the singular values fall quickly

Put \(t=2x-1\) and \(a_i=q_i/2\). Since \(q_ix=a_i(1+t)\),

\[
g_i=\frac{2a_ie^{-a_i}e^{-a_it}}{1-e^{-2a_i}}
=\frac{a_i}{\sinh a_i}e^{-a_it}.
\]

Define the modified spherical Bessel functions by

\[
i_n(a)=\frac12\int_{-1}^1P_n(t)e^{at}\,dt,
\qquad i_0(a)=\frac{\sinh a}{a},
\]

where \(P_n\) are Legendre polynomials. The coefficient of \(P_n\) in \(e^{-at}\) is \((2n+1)/2\) times \(\int P_n(t)e^{-at}dt\). Replacing \(t\) by \(-t\) and using \(P_n(-t)=(-1)^nP_n(t)\) gives

\[
g_i=\sum_{n=0}^{\infty}(2n+1)(-1)^n
\frac{i_n(a_i)}{i_0(a_i)}P_n(t).
\]

On \(0<x<1\), \(\int P_n^2dx=1/(2n+1)\). The orthonormal functions are therefore \(\sqrt{2n+1}\,P_n\), and the squared coefficient of each is \((2n+1)[i_n(a_i)/i_0(a_i)]^2\).

Let \(K_n\) retain orders \(0,\ldots,n-1\). It has rank at most \(n\), so the \((n+1)\)-dimensional span of \(v_1,\ldots,v_{n+1}\) contains a unit function \(h\) with \(K_nh=0\). In that span \(\|Kh\|\ge s_{n+1}\). Hence \(s_{n+1}\le\|(K-K_n)h\|\), and the Cauchy–Schwarz inequality for each angle gives

\[
s_{n+1}^2\le\sum_i\sum_{l=n}^{\infty}(2l+1)
\left[\frac{i_l(a_i)}{i_0(a_i)}\right]^2 .
\]

For small \(a\), expand \(e^{at}\) in powers of \(t\). Since \(P_n\) is orthogonal to all lower powers, the first surviving term gives \(i_n(a)\propto a^n\). At fixed angles the right-hand side therefore scales as \((d/\lambda_{\rm N})^{2n}\) for a thin film, and the bound on \(s_{n+1}\) itself as \((d/\lambda_{\rm N})^n\). In the limit \(d/\lambda_{\rm N}\to0\), every \(g_i\) becomes 1, \(s_1\) tends to \(\sqrt m\), and the other singular values vanish: all angles measure the same mean content.

The thick-film limit differs. If all \(q_i\gg1\), the exponentials in \(G\) drop out. With \(\mu_i=\cos\theta_i\),

\[
G_{ij}\to\frac{q_iq_j}{q_i+q_j}
=\frac{d}{\lambda_{\rm N}}\frac1{\mu_i+\mu_j}.
\]

All singular values then grow as \(\sqrt{d/\lambda_{\rm N}}\), but their ratios depend on the angles alone. The growth comes from normalizing over the whole thickness: a mode of unit rms can concentrate its amplitude near the surface. It does not mean that deep layers have become visible.

## Numbers for the 2 nm film

Take \(\lambda_{\rm N}=2.8\) nm, \(\lambda_{\rm Si}=3.3\) nm and eight angles from 0° to 70° in steps of 10°. At normal emission \(q=2/2.8=0.714\); at 70° it is 2.088. The whole scan changes the decay constant by a factor of 2.9.

| \(k\) | \(s_k\) | \(s_k/\varepsilon\) | standard error |
|---|---|---|---|
| 1 | 2.96 | 296 | 0.0034 |
| 2 | 0.336 | 33.6 | 0.030 |
| 3 | 0.0165 | 1.65 | 0.61 |
| 4 | 0.00036 | 0.036 | 28 |

The errors are relative to the uniform level \(f=1\). For the third component, for example, \(0.01/0.0165=0.61\). Thus \(K_\varepsilon=3\), but if a signal-to-noise ratio of three is required, two components remain. The rank bound gives \(s_5\le0.0035<0.01\), so it proves that no more than four components pass; the computed spectrum sharpens this to three.

The first mode is positive at the sampled depths and falls from 1.58 at the surface to 0.54 at the interface. It measures a surface-weighted content. The second is positive near the surface and negative deeper down, so it measures a contrast between the two regions. The third compares the middle with both ends.

Lower noise sharpens the third component but hardly raises the count. At 10% noise the count is two; at 1% and at 0.1% it is three, while the standard error of the third coefficient falls from 0.61 to 0.061. The fourth component requires 0.036%. If counting statistics set the noise, the time must rise by \((1/0.0361)^2\approx770\), even before systematic errors are considered.

The count has a sharp threshold. A smoother measure assigns each coefficient an independent Gaussian prior of zero mean and variance \(C^2\). Adding inverse variances gives

\[
\frac1{V_k}=\frac1{C^2}+\frac{s_k^2}{\varepsilon^2},\qquad
1-\frac{V_k}{C^2}=\frac{s_k^2C^2}{s_k^2C^2+\varepsilon^2},
\]

where \(V_k\) is the variance after the measurement. The second expression is the fraction of prior variance removed. For \(C=1\) and \(k=1,\ldots,4\) it is 1.000, 0.999, 0.731 and 0.001, a total of about 2.7 parameters. A regularized fit may draw a smooth curve with many grid points, but under this prior nearly all its fourth component comes from the prior.

## Changing the parametrization does not help

Consider any linear profile space \(W\) of dimension \(L\). Requiring orthogonality to \(v_1,\ldots,v_{L-1}\) imposes \(L-1\) conditions, so \(W\) contains a unit function \(h\) that satisfies them. Its data obey

\[
\|Kh\|^2=\sum_{k\ge L}s_k^2
\left(\int_0^1v_kh\,dx\right)^2\le s_L^2 .
\]

Suppose a linear estimator \(c^Ty\) is unbiased for the amplitude along \(h\). Applied to the noiseless data of \(h\), it must return 1. Therefore

\[
1=c^TKh\le\|c\|\,\|Kh\|\le\|c\|s_L,
\qquad \operatorname{sd}(c^Ty)=\varepsilon\|c\|\ge\frac{\varepsilon}{s_L}.
\]

With \(L=K_\varepsilon+1\) this error exceeds \(C\). Slabs, splines and polynomials are all subject to the same limit when fitted linearly without prior information.

For equal slabs the standard errors, listed from the surface downward, are:

- Two slabs: 0.027 and 0.045.
- Three slabs: 0.38, 1.21 and 0.94.
- Four slabs: 13, 56, 79 and 37.

Fits to 20,000 simulated noise vectors reproduced these errors within 3%. The three-slab result shows what a marginal third component means in practice: the error of the middle slab exceeds the uniform concentration.

Nonnegativity narrows the ambiguity but does not in general remove it. The profiles \(1+bv_4\) and \(1-bv_4\), with \(b\) chosen to keep both positive, differ by 0.63 rms. At the surface their values are 1.90 and 0.10; at the interface they are 0.24 and 1.76. One is enriched close to the surface and depleted close to the interface, the other the reverse, with compensating differences in between, and no datum differs by more than 0.015% of the uniform-profile ratio. The length of the data difference is \(0.633\times0.000361=0.000228\), or 0.023 of the noise standard deviation. The constraint still matters. For a nonnegative profile of unit mean, \(|a_4|\le\max|v_4|\approx2.8\), far below the unconstrained error of 28. It is strongest when the profile vanishes over much of the film: nonnegative three-slab fits to the profile 0, 0, 3 have simulated rms errors of about 0.015, 0.044 and 0.07, whereas for the uniform profile 1, 1, 1 they remain about 0.26, 0.83 and 0.64.

## When to retain the third component

Let \(f=0\) in the upper half and \(f=2\) in the lower half. Integration gives

\[
y_i=\frac{2(e^{-q_i/2}-e^{-q_i})}{1-e^{-q_i}}
=\frac{2}{1+e^{q_i/2}},
\]

after cancelling \(1-e^{-q_i/2}\). The data fall from 0.82 at normal emission to 0.52 at 70°, as expected for buried nitrogen.

The first three true coefficients are 0.705, −1.045 and 0.448. Keeping two modes leaves an rms truncation error of 0.641; keeping three leaves 0.458. Noise must be added in quadrature. The expected rms errors are

\[
\sqrt{0.641^2+0.003^2+0.030^2}=0.64,
\]

\[
\sqrt{0.458^2+0.003^2+0.030^2+0.606^2}=0.76 .
\]

For this profile the third mode makes the unregularized reconstruction worse, although it passes the count with \(C=1\). In general, adding mode \(k\) removes \(a_k^2\) from the squared truncation error and adds \(\varepsilon^2/s_k^2\), so it helps when \(|a_k|>\varepsilon/s_k\). A thinner layer can satisfy this: with the same content placed in the lowest fifth of the film (\(f=5\) for \(x>0.8\)), \(a_3=1.32\), and the third mode lowers the expected rms error from 1.79 to 1.35.

The design of the scan matters too. With eight angles restricted to 0–60° and the same noise per angle, \(s_3/\varepsilon\) falls to 0.48 and the count to two. Spreading the eight angles from 0° to 80° raises it to 7.5 and lowers the three-slab errors to 0.06, 0.27 and 0.26, while the fourth ratio, 0.28, still fails; but straight-line attenuation is least reliable at those angles. Using 32 angles from 0° to 70° with the total counting time fixed doubles the noise at each angle. The third ratio is then 1.35 and the count stays at three. If the noise is instead 1% of each actual datum of the buried profile, it is smaller because \(y_i<1\); the third ratio rises to 2.43, and the count is still three.

## Systematic errors and the real film

A data shift \(\delta y\) left out of the model changes a coefficient by \(\delta a_k=u_k^T\delta y/s_k\). For the third coefficient the shift can reach \(1/s_3=61\) times the length of the vector \(\delta y\). The table gives shifts for the buried profile when the listed effect is present but the analysis uses nominal values.

| Effect | largest \(\lvert\delta y_i\rvert\) | \(\delta a_2\) | \(\delta a_3\) |
|---|---|---|---|
| \(\lambda_{\rm N}\) +10% | 7.5% | 0.083 | −0.38 |
| both lengths +10% at 70° | 4.1% | 0.096 | 1.15 |
| tilt +1° | 2.2% | −0.056 | −0.03 |
| acceptance ±5° | 0.1% | −0.001 | 0.05 |
| thickness +0.1 nm | 2.2% | −0.027 | 0.09 |
| carbon layer 0.3 nm | 2.4% | −0.026 | 0.13 |

The percentages refer to the uniform-profile ratio. The acceptance entry averages equally over the tilt angle, and the carbon entry uses the oxide attenuation lengths in the carbon layer.

A 2 nm nitrided oxide belongs to the thickness range of silicon gate dielectrics, and the two attenuation lengths are rough values for electrons excited by a laboratory aluminium source. The measurement requires an uncapped film, because a finished gate electrode would bury the oxide. In a real film electrons also scatter elastically, so straight-line attenuation becomes less reliable at grazing emission. The second row represents this by an assumed 10% change at 70°, not by a transport calculation. Even that change moves the third coefficient by 1.15, more than its true value of 0.448 and nearly twice its random error. Omitting the steep angle removes this particular error, but the 60° scan loses the third component to noise, and its smaller \(s_3\) can amplify the remaining transport errors more strongly.

Under these conditions a sound report contains the surface-weighted content and one depth contrast, or, if a two-layer profile is assumed, two slab concentrations, with the attenuation-length uncertainty included. The slab values are concentrations only if that assumption holds, and the data hardly test it: for \(f=2x\) the noiseless two-slab fit gives 0.32 and 1.69 instead of the half-film means 0.5 and 1.5, with a residual far below the noise. The attenuation-length uncertainty can exceed the noise even here: for the buried profile, a 10% error in \(\lambda_{\rm N}\) shifts the second coefficient by 0.083, nearly three times its random error of 0.030. A 10% error in \(\kappa\) shifts it by 0.10. For a 0–70° scan and nitrogen spread through much of the film, a third parameter needs an independent constraint or much better control of both noise and electron transport; for nitrogen confined to a thin layer it carries more signal, but it remains sensitive to transport errors. The numerical output gives the remaining values.

## Computed results

```
oxide thickness: 2.0 nm; noise: 1.0 %
attenuation lengths N 1s, Si 2p: 2.8, 3.3 nm
angles (deg): 0 10 20 30 40 50 60 70
q at these angles (dimensionless): 0.714 0.725 0.760 0.825 0.932 1.111 1.429 2.088
singular values s1..s5 (dimensionless): 2.9585e+00 3.3585e-01 1.6491e-02 3.6067e-04 3.7804e-06
rank bounds on s1..s5 (dimensionless): 2.9775e+00 9.3043e-01 1.8041e-01 2.7789e-02 3.4529e-03
s/noise for k=1..5: 295.8 33.59 1.649 0.03607 0.000378
standard errors of coefficients k=1..5: 0.00338 0.02978 0.6064 27.73 2645
recoverable components K at 1% noise, C=1: 3
components with s/noise >= 3: 2
K at noise 10 %: 2
K at noise 1 %: 3
K at noise 0.1 %: 3
K at noise 0.01 %: 4
noise needed for component 4: 0.0361 %
mode 1 at x=0, 0.25, 0.5, 0.75, 1: 1.582 1.187 0.904 0.696 0.542
mode 2 at x=0, 0.25, 0.5, 0.75, 1: 2.196 0.314 -0.651 -1.093 -1.243
mode 3 at x=0, 0.25, 0.5, 0.75, 1: 2.513 -0.899 -0.866 0.417 1.904
mode 4 at x=0, 0.25, 0.5, 0.75, 1: 2.842 -1.143 0.699 0.792 -2.411
2-slab errors, surface first (uniform level = 1): 0.0268 0.0452
2-slab smallest singular value: 2.7010e-01; limit s2: 3.3585e-01
3-slab errors, surface first (uniform level = 1): 0.381 1.21 0.941
3-slab smallest singular value: 1.0954e-02; limit s3: 1.6491e-02
4-slab errors, surface first (uniform level = 1): 13.2 55.9 78.6 36.5
4-slab smallest singular value: 1.9241e-04; limit s4: 3.6067e-04
interface-rich profile, data y: 0.8233 0.8206 0.8122 0.7967 0.7710 0.7291 0.6573 0.5207
its true coefficients k=1..4: 0.7051 -1.0450 0.4482 0.2310
rms profile part missing after 1..4 modes: 1.2259 0.6410 0.4583 0.3959
indistinguishable pair uses mode: 4
first profile at x=0, 0.25, 0.5, 0.75, 1: 1.900 0.638 1.221 1.251 0.236
second profile at x=0, 0.25, 0.5, 0.75, 1: 0.100 1.362 0.779 0.749 1.764
rms difference of the pair: 0.633 (uniform level = 1)
largest data difference: 0.0144 %
norm of data difference / noise: 0.0228
0-60 deg, s/noise k=1..4: 292.6 18.22 0.4764 0.006276 ; K = 2
32 angles, same time, s/noise k=1..4: 294.8 27.91 1.349 0.04117 ; K = 3
noise 1% of actual y, s/noise k=1..4: 418.9 54.76 2.43 0.0497 ; K = 3
neglected effects: largest data shift (%), shifts of coefs 1, 2, 3
  N attenuation length +10%: 7.50 %; 0.050 0.083 -0.378
  both lengths +10% at 70 deg: 4.10 %; 0.005 0.096 1.150
  tilt +1 deg: 2.17 %; -0.006 -0.056 -0.025
  acceptance +-5 deg: 0.14 %; -0.001 -0.001 0.050
  thickness +0.1 nm: 2.15 %; -0.013 -0.027 0.089
  carbon overlayer 0.3 nm: 2.41 %; -0.016 -0.026 0.127
```
